# Lowering the Electron Barrier of a Graphene–MoS2 Contact by Doping Graphene

**Question.** Graphene serves as the contact to a monolayer of MoS2. Its electron density is raised from \(1\times10^{12}\) to \(5\times10^{12}\ \mathrm{cm^{-2}}\), while its Dirac point stays at a fixed energy below the MoS2 conduction-band edge. By how much does the barrier for electrons entering the MoS2 fall, how does the reduction scale with density, and when can the fixed alignment be trusted?

**Answer.** The barrier falls by about 0.14 eV. The reduction follows the difference of the square roots of the two densities and does not depend on the band offset, provided the barrier remains positive. The fixed alignment is a condition on the electrostatics. It is reasonable for a gate on the graphene side of the contact, as long as the final barrier stays at least four to five times the thermal energy. For the parameters used below, the charge entering the MoS2 shifts the alignment by 3 meV at five times, 9 meV at four times and 24 meV at three times the thermal energy. For a gate on the MoS2 side, the neglected shift is as large as the result itself.

## What the barrier is measured from

Let \(E_D\) be the energy of graphene's Dirac point, \(E_F\) its Fermi level and \(E_C\) the conduction-band edge of the MoS2 beside it. An electron at the Fermi level needs the energy

\[
\Phi=E_C-E_F
\]

to reach the band edge. Adding and subtracting \(E_D\) separates the alignment from the filling:

\[
\Phi=(E_C-E_D)-(E_F-E_D)=\Delta-\varepsilon_F .
\]

Here \(\Delta=E_C-E_D\) is the band offset, and \(\varepsilon_F=E_F-E_D\) is the Fermi energy counted from the Dirac point. It is positive for electron doping. With \(\Delta\) fixed, every millielectronvolt gained by \(\varepsilon_F\) is removed from the barrier. In an ordinary metal the density of states is so large that a gate hardly moves the Fermi level relative to the bands. Graphene has few states near its Dirac point, so the same added charge moves it appreciably.

## From density to Fermi energy

Near a corner of the Brillouin zone, graphene's bands are linear. This follows from the honeycomb lattice with nearest-neighbour hopping \(t\), whose conduction band is \(E=t|f|\) with

\[
f=1+e^{i\alpha}+e^{i\beta},\qquad \alpha=\mathbf k\cdot\mathbf a_1,\quad \beta=\mathbf k\cdot\mathbf a_2 .
\]

The lattice vectors have length \(a\) and enclose 60°. The three terms cancel at \(\alpha=2\pi/3\), \(\beta=-2\pi/3\). For a small displacement \(\mathbf q\) from this point, the phases change by \(\delta\alpha\) and \(\delta\beta\), and to first order

\[
f\simeq i\left(e^{2\pi i/3}\delta\alpha+e^{-2\pi i/3}\delta\beta\right).
\]

The cross term in \(|f|^2\) carries \(2\cos(4\pi/3)=-1\), so

\[
|f|^2=\delta\alpha^2+\delta\beta^2-\delta\alpha\,\delta\beta .
\]

With \(\delta\alpha=aq_x\) and \(\delta\beta=a(q_x+\sqrt3\,q_y)/2\), the terms in \(q_xq_y\) cancel and

\[
|f|^2=a^2\left[\left(1+\tfrac14-\tfrac12\right)q_x^2+\tfrac34q_y^2\right]=\tfrac34a^2q^2 .
\]

Hence \(E=\hbar vq\), with \(\hbar v=\sqrt3\,at/2\). From here on, \(k\) denotes the distance from the corner.

At zero temperature the electrons fill a disc of radius \(k_F\) around each corner. One state of given spin and valley occupies \((2\pi)^2\) of wavevector area per unit area of sample. There are two spins and two inequivalent corners, or valleys, so

\[
n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},
\qquad k_F=\sqrt{\pi n}.
\]

The Fermi energy and the barrier are therefore

\[
\varepsilon_F=\hbar v\sqrt{\pi n},\qquad
\Phi(n)=\Delta-\hbar v\sqrt{\pi n}.
\]

Subtracting the barrier at \(n_2\) from that at \(n_1\) removes \(\Delta\):

\[
\delta\Phi=\Phi(n_1)-\Phi(n_2)
=\hbar v\sqrt\pi\left(\sqrt{n_2}-\sqrt{n_1}\right).
\]

A positive \(\delta\Phi\) is a reduction.

## The numbers

Take \(v=1.0\times10^6\ \mathrm{m/s}\), a rough typical value, for which \(\hbar v=0.6582\ \mathrm{eV\,nm}\). Since \(1\ \mathrm{nm^{-2}}=10^{14}\ \mathrm{cm^{-2}}\), the two densities are 0.01 and 0.05 nm⁻². The wavevectors are

\[
k_{F1}=\sqrt{0.01\pi}=0.1772\ \mathrm{nm^{-1}},\qquad
k_{F2}=\sqrt{0.05\pi}=0.3963\ \mathrm{nm^{-1}} .
\]

Multiplication by \(\hbar v\) gives \(\varepsilon_{F1}=0.1167\) eV and \(\varepsilon_{F2}=0.2609\) eV. Their difference is

\[
\delta\Phi=0.2609-0.1167=0.1442\ \mathrm{eV},
\]

or \(2.31\times10^{-20}\) J. The later digits serve to follow the arithmetic; the estimate itself is 0.14 eV.

For the barriers themselves an offset is needed. With \(\Delta=0.40\) eV, they are 0.2833 eV before and 0.1391 eV after the doping, so the barrier is roughly halved.

The square-root law and the factor of four can be tested by counting lattice states without assuming cones or valleys. For \(a=0.246\) nm, the chosen velocity requires \(t=3.090\) eV. A grid of 3000 by 3000 wavevectors over the whole Brillouin zone was filled from the Dirac energy upwards, with two electrons per wavevector. The Fermi energies came out as 0.1170 and 0.2608 eV, and the reduction as 0.1438 eV. This is 0.3% below the linear-band result. Most of the difference is the error of the finite grid: with 2999, 3001 or 4000 points per direction the reduction lies between 0.1437 and 0.1442 eV. Computing the area inside the lattice energy contours directly, without a grid of states, gives 0.1441 eV, so band curvature accounts for only about 0.1 meV.

## How the reduction scales

Write \(r=n_2/n_1\). Taking \(\sqrt{n_1}\) out of the bracket gives

\[
\delta\Phi=\varepsilon_{F1}\left(\sqrt r-1\right).
\]

For \(r=5\) the bracket is 1.236, and \(0.1167\times1.236=0.144\) eV. Five times the density thus multiplies the Fermi energy by 2.236.

For a small change \(\delta n\ll n\), the expansion \(\sqrt{n+\delta n}\simeq\sqrt n+\delta n/(2\sqrt n)\) yields

\[
\delta\Phi\simeq\frac{\varepsilon_F}{2}\,\frac{\delta n}{n}.
\]

The present change is not small. Extending the initial slope over the whole interval would give \(0.1167\times4/2=0.233\) eV, which is 62% above the square-root result. The slope falls as \(1/\sqrt n\) because the density of states of a Dirac cone grows with energy: each further electron finds more states available and raises the Fermi level less. A second addition of \(4\times10^{12}\ \mathrm{cm^{-2}}\), from \(5\times10^{12}\) to \(9\times10^{12}\), would lower the barrier by \(0.1167(3-2.236)=0.089\) eV, compared with 0.144 eV for the first.

The formula ends where the barrier vanishes. Setting \(\Phi=0\) gives

\[
n_0=\frac{\Delta^2}{\pi\hbar^2v^2},
\]

or \(1.18\times10^{13}\ \mathrm{cm^{-2}}\) for \(\Delta=0.40\) eV. The final density lies below this. An offset smaller than 0.261 eV would be used up before the final density was reached, and the reduction of a positive barrier would then be limited to its initial height.

## Room temperature

At finite temperature the barrier is counted from the chemical potential \(\mu\), measured here from the Dirac point. Let \(n\) be the net density, electrons minus holes, and hold it fixed. The density of states is \(2E/(\pi\hbar^2v^2)\), so

\[
n=\frac{2}{\pi\hbar^2v^2}\int_0^\infty E\,[f(E-\mu)-f(E+\mu)]\,dE,
\qquad f(x)=\frac1{e^{x/kT}+1}.
\]

In this section and below, \(kT\) is the thermal energy. Suppose first that \(\mu\gg kT\). The hole term is then of order \((kT)^2e^{-\mu/kT}\) and may be dropped. In the electron term put \(x=E-\mu\), and for negative \(x=-y\) use \(f(-y)=1-f(y)\):

\[
\int_{-\mu}^{\infty}(x+\mu)f(x)\,dx
=\frac{\mu^2}{2}-\int_0^\mu(\mu-y)f(y)\,dy+\int_0^\infty(\mu+x)f(x)\,dx .
\]

Extending the middle integral to infinity costs another exponentially small term. The parts proportional to \(\mu\) cancel, leaving

\[
\frac{\mu^2}{2}+2\int_0^\infty xf(x)\,dx=\frac{\mu^2}{2}+\frac{\pi^2(kT)^2}{6},
\]

because the remaining integral equals \(\pi^2(kT)^2/12\). Insert this in \(n\) and use \(\pi\hbar^2v^2n=\varepsilon_F^2\):

\[
\varepsilon_F^2\simeq\mu^2+\frac{\pi^2(kT)^2}{3},
\qquad
\mu\simeq\varepsilon_F-\frac{\pi^2(kT)^2}{6\varepsilon_F}.
\]

The second form expands the square root for \(kT\ll\varepsilon_F\). At 300 K, \(kT=25.85\) meV, and the correction is about 9 meV at the lower density and 4 meV at the higher one. Numerical integration of the full expression gives \(\mu=0.1070\) and 0.2566 eV. The reduction rises to 0.1496 eV because the less-doped graphene loses more of its chemical potential.

In the opposite limit, \(\mu\ll kT\), the difference of occupations is \(-2\mu f'(E)\). Integration by parts gives \(\int_0^\infty E(-f')\,dE=\int_0^\infty f\,dE=kT\ln2\), hence

\[
n\simeq\frac{4\mu kT\ln2}{\pi\hbar^2v^2},
\qquad
\mu\simeq\frac{\varepsilon_F^2}{4kT\ln2}.
\]

The barrier then falls linearly with density. This law and the low-temperature one, \(\mu=\varepsilon_F\), cross at \(\varepsilon_F=4kT\ln2\simeq2.8\,kT\). At 300 K this is 71.7 meV, reached at \(10^{12}(71.7/116.7)^2\simeq3.8\times10^{11}\ \mathrm{cm^{-2}}\). Both densities of the question lie above this crossover, the lower one by a factor between two and three.

## When the alignment stays fixed

Treat the two layers as charged sheets a distance \(d\) apart, with effective relative permittivity \(\epsilon_r\) between them. Take \(d=0.5\) nm and \(\epsilon_r=2\), both rough. A positive gate induces the added electrons, of density \(\delta n=n_2-n_1\).

If the gate is on the graphene side, its field lines end on graphene. With neutral MoS2 and no charge beyond it, no added field crosses the gap and \(\Delta\) is unchanged.

If the gate is on the MoS2 side, the field must cross the gap to reach graphene. By Gauss's law it is \(e\,\delta n/(\epsilon_0\epsilon_r)\), directed from the MoS2 to graphene. The electric potential is higher at the MoS2, so the energy of an electron there is lower. The offset decreases by

\[
\delta\Delta=\frac{e^2\,\delta n\,d}{\epsilon_0\epsilon_r}=0.181\ \mathrm{eV}.
\]

A finite-difference solution of Poisson's equation for the two gate positions gives potential steps of 0.1810 V and zero.

For the gate on the MoS2 side, the barrier therefore follows a different law:

\[
\delta\Phi=\hbar v\sqrt\pi\left(\sqrt{n_2}-\sqrt{n_1}\right)
+\frac{e^2d}{\epsilon_0\epsilon_r}(n_2-n_1).
\]

The second term is linear in density and takes over as the first flattens. Its coefficient is \(0.181/0.04=4.5\ \mathrm{eV\,nm^2}\). The two slopes are equal when \(\hbar v\sqrt\pi/(2\sqrt n)\) has this value, at \(n\simeq1.7\times10^{12}\ \mathrm{cm^{-2}}\). Over the full interval the sum is 0.325 eV, more than the initial barrier of 0.283 eV. Solving \(\delta\Phi=0.283\) eV for \(n_2\) shows that the barrier is gone at about \(4.4\times10^{12}\ \mathrm{cm^{-2}}\).

Near and beyond that point the MoS2 itself fills with electrons. For a given gate charge, graphene then receives a smaller share, and the shift is less than 0.181 eV. If the two layers together hold \(5\times10^{12}\ \mathrm{cm^{-2}}\) at 300 K, it is about 0.12 eV, with the offset taken as 0.40 eV at the initial density. If graphene is nevertheless brought to the stated density, the field in the gap is still set by graphene's charge, and the gate must supply the MoS2 electrons in addition.

## Charge in the MoS2

Even with the gate on the graphene side, a few thermal electrons enter the MoS2. For a parabolic band of mass \(m\) with two spins and two valleys, the density of states is constant, \(D=4m/(2\pi\hbar^2)\). With energy \(\epsilon\) counted from the band edge,

\[
n_M=D\int_0^\infty\frac{d\epsilon}{e^{(\epsilon+\Phi)/kT}+1}
=D\,kT\ln\left(1+e^{-\Phi/kT}\right).
\]

For a mass of 0.5 free-electron masses, \(D=4.18\times10^{14}\ \mathrm{eV^{-1}cm^{-2}}\). At the final barrier of 0.1391 eV this gives \(n_M=5.0\times10^{10}\ \mathrm{cm^{-2}}\), about 1% of graphene's density.

These electrons draw a field across the gap from graphene towards the MoS2. The potential is now lower at the MoS2, so its band edge rises. Scaling the earlier shift by density gives \(181\times(0.050/4)\simeq2.3\) meV. Solving for barrier and charge together, with the thermal \(\mu\) and graphene's density held fixed, gives 1.8 meV. The barriers become 0.2930 and 0.1452 eV, and the reduction 0.148 eV. For the offset of 0.40 eV, temperature and MoS2 charge together thus change the simple estimate by less than 4 meV. A smaller offset leaves a lower final barrier and much more charge in the MoS2. With \(\Delta=0.30\) eV, the same calculation gives a band-edge rise of 29 meV at the final density and a reduction of only 0.121 eV.

## What it does to the current

When \(\Phi\) is several \(kT\), the logarithm reduces to \(e^{-\Phi/kT}\), and the population of the MoS2 at the contact grows by

\[
e^{\delta\Phi/kT}=e^{0.1442/0.02585}\simeq265 .
\]

The corrected barriers give about 300. This is also the gain in current if transport is thermionic, over the top of the barrier, with an unchanged prefactor.

Tunnelling weakens the gain. Suppose that the barrier at the contact edge is a triangle, \(\Phi(1-x/w)\), with width \(w=5\) nm held fixed. In the semiclassical approximation, an electron at the Fermi level tunnels with probability \(e^{-S}\), where

\[
S=2\kappa\int_0^w\sqrt{1-x/w}\,dx=\frac{4\kappa w}{3},
\qquad \kappa=\frac{\sqrt{2m\Phi}}{\hbar}.
\]

The probabilities are \(2.6\times10^{-6}\) before and \(1.2\times10^{-4}\) after doping. Both are smaller than the corresponding Boltzmann factors, \(1.7\times10^{-5}\) and \(4.6\times10^{-3}\).

An electron may also climb part of the way and tunnel through the rest. Let \(y\) be the fraction of the height left to tunnel through, and \(b=\Phi/kT\). Both the remaining height and the remaining width scale with \(y\), so the total exponent is

\[
G(y)=b(1-y)+Sy^{3/2}.
\]

Its minimum lies where \(-b+\tfrac32S\sqrt y=0\), or \(\sqrt y=2b/(3S)\). Replacing \(S\sqrt y\) by \(2b/3\) gives

\[
G_{\min}=b-by+\frac{2b}{3}y=b-\frac{by}{3}.
\]

Before doping, \(b=10.96\) and \(S=12.86\), so \(y=0.32\) and the best path beats the Boltzmann factor by \(e^{1.18}\simeq3.3\). After doping, \(b=5.38\) and \(S=9.01\), so \(y=0.16\) and the advantage is only \(e^{0.28}\simeq1.3\). The gain of this leading factor is then \(265\times1.3/3.3\), or about 100. The current gains less, because the range of energies that contribute also narrows as the barrier falls. Integrating the Boltzmann factor times the tunnelling probability over energy, with full transmission above the top, gives a gain of about 57 for this triangle. This figure belongs to the semiclassical approximation, which ignores reflection near and above the top. Solving the wave equation exactly for the same triangle, with electrons injected from a parabolic band of the same mass whose bottom lies at the Dirac energy, gives about 34, so only the order of magnitude, a few tens, is established. The barrier reduction is unchanged, but a current ratio read as purely thermionic would misstate it.

## Beside a real contact

Graphene's work function is roughly 4.5 eV and the electron affinity of monolayer MoS2 roughly 4 to 4.3 eV. An offset of a few tenths of an electronvolt is therefore plausible, and the chosen 0.40 eV is a round value within that range. It depends on interface dipoles, strain and surroundings. The densities are within reach of ordinary gating. The assumption most easily broken is the fixed alignment: with the gate on the MoS2 side, the added shift is up to 0.18 eV for the spacing and permittivity used here. A velocity different by 10% changes the reduction by 14 meV. Interactions between electrons also make the velocity fall slowly with density, which the square-root law leaves out. With the velocity kept at \(10^6\ \mathrm{m/s}\) at the lower density, a logarithmic fall of 5 to 8% up to the higher one would make the reduction about 4 to 7 meV smaller if the velocity is read as the slope \(d\varepsilon_F/(\hbar\,dk_F)\), and 13 to 21 meV smaller if it is read as the ratio \(\varepsilon_F/(\hbar k_F)\). Density puddles of \(\pm2\times10^{11}\ \mathrm{cm^{-2}}\), an assumed amplitude, spread the local Fermi energy by about \(\pm12\) meV at the lower density and \(\pm5\) meV at the higher one. Interface states, which the model omits, could take up part of the gate charge; the estimate refers to the density actually residing in graphene.

The main values are collected in the numerical output below.

## Values computed for the example and the checks

```
Dirac velocity: 1.00e+06 m/s
hbar times velocity: 0.6582 eV nm
Band offset: 0.400 eV
Initial graphene density: 1.00e+12 cm^-2
Final graphene density: 5.00e+12 cm^-2
Initial Fermi wavevector: 0.1772 nm^-1
Final Fermi wavevector: 0.3963 nm^-1
Initial Fermi energy: 0.1167 eV
Final Fermi energy: 0.2609 eV
Fermi energy ratio: 2.2361 (no unit)
Initial barrier: 0.2833 eV
Final barrier: 0.1391 eV
Barrier reduction: 0.1442 eV
Barrier reduction in joules: 2.310e-20 J
Zero-barrier density: 1.176e+13 cm^-2
Graphene lattice constant: 0.246 nm
Lattice-model hopping: 3.090 eV
Lattice-count grid: 3000 points per direction
Lattice-count initial Fermi energy: 0.1170 eV
Lattice-count final Fermi energy: 0.2608 eV
Lattice-count reduction: 0.1438 eV
Temperature: 300 K
Thermal energy: 25.85 meV
Initial thermal chemical potential: 0.1070 eV
Final thermal chemical potential: 0.2566 eV
Reduction with temperature: 0.1496 eV
MoS2 mass ratio: 0.50 (no unit)
MoS2 density of states: 4.177e+14 eV^-1 cm^-2
MoS2 density at initial barrier: 1.88e+08 cm^-2
MoS2 density at final barrier: 4.96e+10 cm^-2
Layer spacing: 0.50 nm
Effective relative permittivity: 2.00 (no unit)
Final barrier rise from MoS2 charge: 1.78 meV
Initial barrier, thermal and charged: 0.2930 eV
Final barrier, thermal and charged: 0.1452 eV
Reduction, thermal and charged: 0.1478 eV
Alignment shift, MoS2-side gate: 0.1810 eV
Poisson step, MoS2-side gate: 0.1810 V
Poisson step, graphene-side gate: 0.0000 V
Reduction change for 10% velocity: 14.4 meV
Puddle density amplitude: 2.0e+11 cm^-2
Initial puddle energy half-spread: 11.7 meV
Final puddle energy half-spread: 5.2 meV
Boltzmann-factor gain: 265 (no unit)
MoS2 population gain: 264 (no unit)
Gain, thermal and charged: 304 (no unit)
Assumed edge-barrier width: 5.0 nm
Initial tunnelling factor: 2.61e-06 (no unit)
Final tunnelling factor: 1.22e-04 (no unit)
Initial Boltzmann factor: 1.74e-05 (no unit)
Final Boltzmann factor: 4.60e-03 (no unit)
```
